\section*{Core polarisation shift of high-l helium levels, derived in two ways, part 1}

(Sections cited here and not found follow in the second part.)

\section{First derivation: the core in the field of a fixed outer electron}

\subsection{The decision and the Hamiltonian}

A calculation of a helium level $1s\,nl$ with large $l$ starts with a choice. One may run a correlated two-electron calculation, with core functions of $p$ symmetry and higher, or one may take the hydrogenic energy of the outer electron and add a correction evaluated by hand. The second road is open when the correction is known to the accuracy required. For $1s5g$ the correction is about $-7.1\times10^{-7}$ hartree, or $-4.7$ GHz, and nearly all of it comes from the polarisation of the core. A product of a $1s$ core orbital and a $5g$ orbital misses it almost entirely, so the choice depends on a formula for the polarisation shift and on an estimate of its error.

Hartree atomic units are used. The nucleus is a fixed point charge $Z=2$, and relativistic effects are left out. Let $\mathbf s$ be the position of the core electron and $\mathbf r$ that of the outer electron, both measured from the nucleus. Treating the electrons for the moment as distinguishable, write
\begin{align}
H&=h_c+h_o+V, \\
h_c&=-\tfrac12\nabla_s^2-\frac{Z}{s},\qquad
h_o=-\tfrac12\nabla_r^2-\frac{1}{r},\\
V&=\frac{1}{|\mathbf r-\mathbf s|}-\frac1r .
\end{align}
The outer electron is attracted by the nucleus through $-2/r$. One unit of this attraction has been placed in $V$, where it cancels the repulsion from a core electron sitting at the nucleus. Without $V$ the state is a product $\psi_0(\mathbf s)\varphi(\mathbf r)$, with $\psi_0$ the $1s$ orbital of He$^+$ and $\varphi$ a hydrogenic $nl$ orbital of unit charge. Its energy is
\begin{equation}
E_0=-\frac{Z^2}{2}-\frac{1}{2n^2}=-2-\frac1{2n^2}.
\end{equation}
All shifts below are measured from this value.

\subsection{What the unpolarised core contributes}

The average of $V$ over the undistorted core comes first, because it shows how much can be obtained without polarisation. The radial density of the core is $4Z^3s^2e^{-2Zs}$. By the shell theorem, charge inside the radius $r$ acts as if at the centre, and a shell at $s>r$ gives the potential $1/s$. The two integrals needed are
\begin{align}
\int_r^\infty4Z^3s^2e^{-2Zs}ds&=(2Z^2r^2+2Zr+1)e^{-2Zr},\\
\int_r^\infty4Z^3s\,e^{-2Zs}ds&=(2Z^2r+Z)e^{-2Zr}.
\end{align}
The charge inside $r$ is one minus the first integral. Therefore
\begin{align}
\langle\psi_0|V|\psi_0\rangle
&=\frac{1-(2Z^2r^2+2Zr+1)e^{-2Zr}}{r}\nonumber\\
&\quad+(2Z^2r+Z)e^{-2Zr}-\frac1r\nonumber\\
&=-\left(\frac1r+Z\right)e^{-2Zr}.
\end{align}
This penetration potential is attractive, since an electron inside the core cloud sees more of the nuclear charge. It has no tail in inverse powers of $r$. An orbital with large $l$ behaves as $r^l$ near the nucleus and hardly feels it.

Antisymmetry adds a second short-range term. In the symmetric and antisymmetric combinations of $\psi_0\varphi$ and its exchanged partner, the one-electron operators do not connect the two products, because $1s$ and $nl$ orbitals are orthogonal for $l>0$. The repulsion does connect them, and the first-order energies contain $+K$ for the singlet and $-K$ for the triplet, where
\begin{equation}
K=\int\!\!\int
\frac{\psi_0(\mathbf s)\varphi(\mathbf r)\,
\varphi^*(\mathbf s)\psi_0(\mathbf r)}{|\mathbf r-\mathbf s|}
\,d^3s\,d^3r .
\end{equation}
The overlap density $\psi_0\varphi$ is confined to the core, so $K$ also falls rapidly with $l$. The polarisation formula contains no exchange. It describes the mean of singlet and triplet to first order in $K$.

\subsection{The energy of the core at fixed outer position}

Now hold the outer electron at $\mathbf r$ and let the core adjust. For $s<r$ the repulsion has the expansion
\begin{equation}
V=\frac{\mathbf s\cdot\mathbf r}{r^3}
+\frac{s^2P_2(\cos\gamma)}{r^3}+\cdots,
\label{eq:multipole}
\end{equation}
with $\gamma$ the angle between $\mathbf s$ and $\mathbf r$. The constant term $1/r$ has been cancelled by the $-1/r$ in $V$. Choose the $z$ axis along $\mathbf r$. The leading perturbation of the core is then $s_z/r^2$, the potential energy of an electron in a uniform field of strength $1/r^2$. Using it for all $s$ is an approximation, justified when the outer electron is rarely found inside the core.

The first-order energy vanishes, because $s_z$ is odd under inversion and $\psi_0^2$ is even. For the second order, write the perturbed core function as $\psi_0+r^{-2}\psi_1$. The terms linear in $r^{-2}$ give
\begin{equation}
(h_c-\epsilon_0)\psi_1=-s_z\psi_0,\qquad \epsilon_0=-\frac{Z^2}{2}.
\label{eq:first}
\end{equation}
The second-order energy is $r^{-4}\langle\psi_0|s_z|\psi_1\rangle$. The dipole polarisability $\alpha$ is defined by writing this energy as $-\alpha/(2r^4)$, so that
\begin{equation}
\alpha=-2\langle\psi_0|s_z|\psi_1\rangle .
\label{eq:alphadef}
\end{equation}

Equation~(\ref{eq:first}) has a closed solution. For any function $G(\mathbf s)$, the product rule and $(h_c-\epsilon_0)\psi_0=0$ give
\begin{equation}
(h_c-\epsilon_0)(G\psi_0)
=-\tfrac12(\nabla^2G)\psi_0-\nabla G\cdot\nabla\psi_0 .
\end{equation}
Since $\psi_0\propto e^{-Zs}$, its gradient is $-Z\psi_0$ times the radial unit vector. The right side is therefore $[-\frac12\nabla^2G+Z\,\partial G/\partial s]\psi_0$. Put $G=s_zg(s)$. At fixed direction $s_z$ is proportional to $s$, and $s_z$ is harmonic, so that
\begin{align}
\nabla^2(s_zg)&=s_z\left(g''+\frac{4g'}{s}\right),\\
\frac{\partial(s_zg)}{\partial s}&=s_z\left(\frac gs+g'\right).
\end{align}
With $\psi_1=-s_zg\psi_0$, Eq.~(\ref{eq:first}) becomes
\begin{equation}
-\frac12\left(g''+\frac{4g'}s\right)+Z\left(\frac gs+g'\right)=1 .
\end{equation}
Try $g=a+bs$. The left side is $(Za-2b)/s+2Zb$. The $1/s$ term must vanish and the constant must equal one, so $b=1/(2Z)$ and $a=2b/Z=1/Z^2$:
\begin{equation}
\psi_1=-s_z\left(\frac1{Z^2}+\frac{s}{2Z}\right)\psi_0 .
\label{eq:psi1}
\end{equation}
This is the one normalisable solution of $p$ symmetry. The difference of two such solutions would be a bound $p$ state at the energy of the $1s$ level, and there is none. The minus sign says that the core electron moves away from the outer electron.

The averages over the $1s$ density are
\begin{equation}
\langle s^k\rangle=4Z^3\frac{(k+2)!}{(2Z)^{k+3}}
=\frac{(k+2)!}{2^{k+1}Z^k},
\label{eq:coremoments}
\end{equation}
which gives $\langle s^2\rangle=3/Z^2$ and $\langle s^3\rangle=15/(2Z^3)$. Since $s_z^2$ averages to $s^2/3$ over directions,
\begin{align}
\alpha&=2\langle s_z^2g\rangle
=\frac23\left[\frac{\langle s^2\rangle}{Z^2}
+\frac{\langle s^3\rangle}{2Z}\right]\nonumber\\
&=\frac{2}{3Z^4}\left(3+\frac{15}{4}\right)=\frac{9}{2Z^4}.
\end{align}
For He$^+$, $\alpha=9/32=0.28125$ atomic units. The power $Z^{-4}$ is the square of the core radius, of order $Z^{-2}$, divided by an excitation energy of order $Z^2$.

The factor one half in $-\alpha/(2r^4)$ can be followed through the energy. With a field strength $F=1/r^2$, the interaction of the distorted core with the field is $2F^2\langle\psi_0|s_z|\psi_1\rangle=-\alpha F^2$. Distorting the core costs $F^2\langle\psi_1|h_c-\epsilon_0|\psi_1\rangle$. By Eq.~(\ref{eq:first}) this equals $-F^2\langle\psi_1|s_z|\psi_0\rangle=+\alpha F^2/2$. Half of the gain is spent on the distortion.

The adiabatic assumption enters next: the energy of the core at fixed $\mathbf r$ is taken as a potential energy for the moving outer electron. Treating that potential to first order gives
\begin{equation}
\boxed{\Delta E=-\frac{\alpha}{2}\langle r^{-4}\rangle
=-\frac{9}{64}\langle r^{-4}\rangle ,}
\label{eq:main}
\end{equation}
with the average taken in the unperturbed orbital $\varphi$.

\subsection{A recurrence for the hydrogenic averages}

Let $u(r)$ be the normalised radial function of $\varphi$, with $\int_0^\infty u^2dr=1$. It obeys
\begin{equation}
u''=q\,u,\qquad q=\frac{l(l+1)}{r^2}-\frac2r+\frac1{n^2}.
\end{equation}
For a weight $f(r)$, differentiation gives
\begin{equation}
(fu'^2)'=f'u'^2+2fu'u''=f'u'^2+fq(u^2)' .
\end{equation}
Integrate from zero to infinity. If the surface terms vanish, an integration by parts in the last term leaves
\begin{equation}
0=\int_0^\infty\left[f'u'^2-(fq)'u^2\right]dr .
\end{equation}
The derivative $u'$ is removed with $(u^2)''=2u'^2+2qu^2$, that is, $u'^2=\frac12(u^2)''-qu^2$. Two more integrations by parts move the derivatives from $u^2$ to $f'$:
\begin{equation}
\int_0^\infty u^2\left[\tfrac12f'''-2f'q-fq'\right]dr=0 .
\label{eq:weight}
\end{equation}
Take $f=r^{p+1}$. The three parts of the bracket are
\begin{align}
\tfrac12f'''&=\tfrac12p(p^2-1)r^{p-2},\\
-2f'q&=-2(p+1)\nonumber\\
&\quad\times\left[l(l+1)r^{p-2}-2r^{p-1}+\frac{r^p}{n^2}\right],\\
-fq'&=2l(l+1)r^{p-2}-2r^{p-1}.
\end{align}
The coefficient of $r^{p-1}$ is $4(p+1)-2=2(2p+1)$. That of $r^{p-2}$ is $\frac12p(p^2-1)-2pl(l+1)$, which equals $-\frac p2[(2l+1)^2-p^2]$. Dividing by $-2$ gives
\begin{align}
&\frac{p+1}{n^2}\langle r^p\rangle-(2p+1)\langle r^{p-1}\rangle\nonumber\\
&\qquad+\frac p4\left[(2l+1)^2-p^2\right]\langle r^{p-2}\rangle=0 .
\label{eq:kramers}
\end{align}
Near the origin $u\propto r^{l+1}$, and every surface term scales as $r^{2l+1+p}$. The recurrence therefore holds for $2l+1+p>0$.

\subsection{The closed form}

The recurrence needs a starting value, which comes from the dependence of the energy on $l$. The radial equation makes sense for real $l$. Insert $u=r^{l+1}e^{-\kappa r}\sum_jc_jr^j$ with energy $-\kappa^2/2$. Equal powers of $r$ give
\begin{equation}
(j+1)(j+2l+2)c_{j+1}=2[\kappa(j+l+1)-1]c_j .
\end{equation}
The series ends at $j=\nu$, the number of radial nodes, when $\kappa=1/(\nu+l+1)$. Hence $E=-1/[2(\nu+l+1)^2]$. At fixed $\nu$ the derivative is $dE/dl=1/n^3$, with $n=\nu+l+1$. The Hellmann--Feynman theorem equates it to the average of the derivative of the radial Hamiltonian, $(l+\frac12)\langle r^{-2}\rangle$, so that
\begin{equation}
\langle r^{-2}\rangle=\frac1{n^3(l+\frac12)} .
\end{equation}
At $p=-1$ the first term of Eq.~(\ref{eq:kramers}) drops out. Because $(2l+1)^2-1=4l(l+1)$,
\begin{equation}
\langle r^{-3}\rangle=\frac{\langle r^{-2}\rangle}{l(l+1)} .
\end{equation}
At $p=-2$, with $(2l+1)^2-4=4(l-\frac12)(l+\frac32)$,
\begin{equation}
2(l-\tfrac12)(l+\tfrac32)\langle r^{-4}\rangle
=3\langle r^{-3}\rangle-\frac{\langle r^{-2}\rangle}{n^2}.
\label{eq:r4step}
\end{equation}
Inserting the two lower averages gives, for $l\ge1$,
\begin{equation}
\boxed{\langle r^{-4}\rangle=
\frac{3n^2-l(l+1)}
{2n^5(l-\frac12)l(l+\frac12)(l+1)(l+\frac32)} .}
\label{eq:r4}
\end{equation}
For $l=0$ the integral diverges at the origin.

Two limits show what the formula says. For $l=n-1$ the numerator is $n(2n+1)$ and the expression reduces to
\begin{equation}
\langle r^{-4}\rangle_{l=n-1}
=\frac{1}{n^5(n-\frac32)(n-1)(n-\frac12)} .
\end{equation}
Direct integration confirms it. Here $u^2\propto r^{2n}e^{-2r/n}$, and the ratio of factorial integrals is $(2/n)^4(2n-4)!/(2n)!$, which is the same expression. The shift of these circular states falls as $n^{-8}$ at large $n$, as expected for an electron at a distance of order $n^2$.

At fixed $l$ and large $n$ the shift falls as $n^{-3}$. Comparing it with $-1/[2(n-\delta)^2]\simeq-1/(2n^2)-\delta/n^3$ gives the quantum defect due to the dipole polarisability,
\begin{equation}
\delta\simeq\frac{3\alpha}
{4(l-\frac12)l(l+\frac12)(l+1)(l+\frac32)} .
\end{equation}

For $5g$, with $n=5$ and $l=4$, the chain reads
\begin{align}
\langle r^{-2}\rangle&=\frac{1}{125\times4.5}=1.777778\times10^{-3},\\
\langle r^{-3}\rangle&=\frac{1.777778\times10^{-3}}{20}
=8.888889\times10^{-5},\\
\langle r^{-4}\rangle&=
\frac{3(8.888889\times10^{-5})-1.777778\times10^{-3}/25}{38.5}\nonumber\\
&=5.079365\times10^{-6}.
\end{align}
The divisor is $2\times3.5\times5.5=38.5$. Equation~(\ref{eq:main}) then gives
\begin{equation}
\Delta E(5g)=-0.140625\times5.079365\times10^{-6}
=-7.1429\times10^{-7}\ \text{hartree},
\end{equation}
or $-4.700$ GHz. The last digits are those of the formula. Its accuracy as an energy of helium is a separate question, which the derivation with a fixed outer electron does not answer.

\section{Second derivation: both electrons in motion, and the comparison}

\subsection{Symbols and results carried over}

The core electron is at $\mathbf s$ and the outer electron at $\mathbf r$. The core Hamiltonian $h_c$ has nuclear charge $Z=2$ and ground state $\psi_0$. The outer Hamiltonian $h_o$ has unit charge, with orbital $\varphi$ and energy $\epsilon=-1/(2n^2)$. The coupling is $V=1/|\mathbf r-\mathbf s|-1/r$. With the outer electron held fixed, the first-order core function was
\begin{equation}
\psi_1=-s_zg\psi_0,\qquad g=\frac1{Z^2}+\frac{s}{2Z},
\end{equation}
the polarisability was $\alpha=-2\langle\psi_0|s_z|\psi_1\rangle=9/32$, and the shift was $-(\alpha/2)\langle r^{-4}\rangle$. The $1s$ averages are $\langle s^k\rangle=(k+2)!/(2^{k+1}Z^k)$.

\subsection{Second-order perturbation theory in the coupling}

This time neither electron is held fixed. The unperturbed Hamiltonian is $h_c+h_o$, and $V$ is treated to second order. Let $k$ label the excited core levels, including the continuum, with gaps $\Delta_k$ above $\epsilon_0$, and let $m$ label the degenerate states of a level. The dipole part of $V$ is
\begin{equation}
V_1=\sum_is_iF_i(\mathbf r),\qquad F_i=\frac{r_i}{r^3},
\end{equation}
where $i$ runs over the three Cartesian directions. As before, the form valid for $s<r$ is used everywhere. The outer intermediate states need not be listed if the energy denominator is kept as an operator:
\begin{align}
E_2&=-\sum_{k,m}\sum_{ij}
\langle\psi_0|s_i|km\rangle\langle km|s_j|\psi_0\rangle\nonumber\\
&\qquad\times
\left\langle\varphi\left|F_i\frac{1}{\Delta_k+A}F_j
\right|\varphi\right\rangle,
\label{eq:E2}
\end{align}
with $A=h_o-\epsilon$. The smallest gap is $\frac38Z^2=1.5$ hartree, and $A$ cannot be lower than $-\frac12+1/(2n^2)$, so no denominator vanishes.

The core ground state is spherical. Summed over $m$, the product of core matrix elements cannot single out a direction and must be proportional to $\delta_{ij}$:
\begin{align}
\sum_m\langle\psi_0|s_i|km\rangle\langle km|s_j|\psi_0\rangle
&=\delta_{ij}S_k,\\
S_k&=\sum_m|\langle km|s_z|\psi_0\rangle|^2 .
\end{align}
This leaves one sum over $i$. The denominator is rearranged with the identity
\begin{equation}
\frac1{\Delta_k+A}=\frac1{\Delta_k}-\frac{A}{\Delta_k^2}
+\frac{A^2}{\Delta_k^2(\Delta_k+A)} ,
\label{eq:denominator}
\end{equation}
which is checked by multiplying through by $\Delta_k^2(\Delta_k+A)$.

The first term on the right neglects the excitation energy of the outer electron. Since $\sum_iF_i^2=r^{-4}$, it gives
\begin{equation}
E_2^{(0)}=-\sum_k\frac{S_k}{\Delta_k}\langle r^{-4}\rangle .
\end{equation}
The sum is half the polarisability found before. Expanding the solution of $(h_c-\epsilon_0)\psi_1=-s_z\psi_0$ in core eigenstates gives
\begin{equation}
\psi_1=-\sum_{k,m}\frac{|km\rangle\langle km|s_z|\psi_0\rangle}{\Delta_k},
\label{eq:expansion}
\end{equation}
and therefore $\alpha=-2\langle\psi_0|s_z|\psi_1\rangle=2\sum_kS_k/\Delta_k$. The shift is again
\begin{equation}
E_2^{(0)}=-\frac\alpha2\langle r^{-4}\rangle .
\end{equation}
The factor one half, which came from the cost of distorting the core in the first derivation, comes here from the definition of $\alpha$ as twice the sum.

Holding the outer electron fixed and treating the coupling to second order with the outer excitation energy neglected both give the leading shift $-(\alpha/2)\langle r^{-4}\rangle$, with $\alpha=9/32$. What remains is to find the corrections from the outer electron's motion and the quadrupole coupling, and to test the formula against a two-electron calculation.
